\section*{Diffusivity from Two Broadened Tracer Profiles}

\section*{Problem}

A thin tracer layer is buried in a solid. Its depth profile is measured before and after an anneal of one hour at constant temperature. Both measured profiles are Gaussian, with standard deviations $s_0=3$~nm before and $s_1=5$~nm after. The instrument blurs both profiles in the same way, but its resolution is not known.

\begin{enumerate}
\item[(a)] Show how blurring by the instrument changes the variance of a profile.
\item[(b)] Show how diffusion changes the variance of a profile.
\item[(c)] Find the diffusivity $D$ of the tracer.
\item[(d)] Each width carries an independent standard error of $0.1$~nm. Find the standard error of $D$.
\end{enumerate}

Assume that diffusion runs along the depth $x$ alone, that $D$ depends neither on position nor on concentration, that no tracer is lost, and that the surface is far from the layer.

\section*{Hints}

\begin{enumerate}
\item Treat each profile as a probability density: divide it by its area. The instrument then adds a random displacement to the true depth of each tracer atom.
\item Multiply the diffusion equation by $x^2$ and integrate over $x$. Integration by parts moves the derivatives from the profile to $x^2$.
\item Write the measured variance before and after the anneal as sums. Look for the terms that the two sums share.
\item For part (d), differentiate your formula for $D$ with respect to each width.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The instrument adds a fixed variance}

Let $c(y)$ be the true profile and $R(z)$ the response of the instrument to an infinitely thin layer, both scaled to unit area. If the response has the same shape at every depth and signals add linearly, the measured profile is the convolution
\begin{equation}
m(x)=\int R(x-y)\,c(y)\,dy .
\end{equation}
All integrals run over the whole line. Let $\bar y$ and $\bar z$ be the means of $c$ and $R$. With $x=y+z$, the mean of $m$ is
\begin{equation}
\bar x=\iint (y+z)\,c(y)R(z)\,dy\,dz=\bar y+\bar z ,
\end{equation}
because each density integrates to one. The variance is therefore
\begin{align}
\operatorname{Var} m
&=\iint\big[(y-\bar y)+(z-\bar z)\big]^2c(y)R(z)\,dy\,dz\nonumber\\
&=\int(y-\bar y)^2c\,dy+\int(z-\bar z)^2R\,dz\nonumber\\
&\quad+2\int(y-\bar y)c\,dy\int(z-\bar z)R\,dz .
\end{align}
Both factors in the last product vanish, by the definition of a mean. Hence
\begin{equation}
\operatorname{Var} m=\operatorname{Var} c+\operatorname{Var} R .
\label{eq:instrument}
\end{equation}
This needs finite variances but no particular shape. A shift $\bar z$ of the depth origin does no harm, since a variance is taken about the mean.

\subsection*{(b) Diffusion adds $2Dt$}

The true profile obeys
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},
\end{equation}
and $c$ and its slope fall to zero far from the layer faster than any power of $x$ that appears below. The area stays equal to one, because its rate of change is $D[\partial c/\partial x]_{-\infty}^{\infty}=0$. The mean is also fixed:
\begin{equation}
\frac{d\bar y}{dt}=D\int x\frac{\partial^2c}{\partial x^2}dx
=D\left[x\frac{\partial c}{\partial x}-c\right]_{-\infty}^{\infty}=0 .
\end{equation}
For the second moment, two integrations by parts give
\begin{align}
\frac{d}{dt}\int x^2c\,dx
&=D\int x^2\frac{\partial^2c}{\partial x^2}dx\nonumber\\
&=D\left[x^2\frac{\partial c}{\partial x}-2xc\right]_{-\infty}^{\infty}
+2D\int c\,dx=2D .
\end{align}
Since the mean does not move, the variance grows at the same rate as the second moment:
\begin{equation}
\operatorname{Var} c(t)=\operatorname{Var} c(0)+2Dt .
\label{eq:diffusion}
\end{equation}

\subsection*{(c) Subtracting the variances}

Equations (\ref{eq:instrument}) and (\ref{eq:diffusion}) give the two measured variances,
\begin{align}
s_0^2&=\operatorname{Var} c(0)+\operatorname{Var} R,\\
s_1^2&=\operatorname{Var} c(0)+2Dt+\operatorname{Var} R .
\end{align}
The initial width of the layer and the broadening by the instrument enter both lines equally. Subtraction removes them together:
\begin{equation}
s_1^2-s_0^2=2Dt,\qquad
D=\frac{s_1^2-s_0^2}{2t}.
\label{eq:D}
\end{equation}
With $t=3600$~s,
\begin{equation}
D=\frac{(25-9)\ \mathrm{nm^2}}{2\times3600\ \mathrm{s}}
=2.2\times10^{-3}\ \mathrm{nm^2/s}.
\end{equation}
Since $1\ \mathrm{nm^2}=10^{-18}\ \mathrm{m^2}$, this is $2.2\times10^{-21}\ \mathrm{m^2/s}$, or $2.2\times10^{-17}\ \mathrm{cm^2/s}$.

Diffusion alone would spread an infinitely thin layer to a standard deviation $\sqrt{2Dt}=4$~nm. The widths 3, 4 and 5~nm combine like the sides of a right triangle. Squaring the difference of the widths would give $(5-3)^2/(2t)$, or $5.6\times10^{-22}\ \mathrm{m^2/s}$, which is too small by a factor of four. Ignoring the first profile would give $25/(2t)$, or $3.5\times10^{-21}\ \mathrm{m^2/s}$, which is too large by the factor $25/16$.

The resolution itself remains unknown. If the response had a standard deviation of 2~nm, the true variances would be $9-4=5$ and $25-4=21\ \mathrm{nm^2}$, and the true widths 2.24 and 4.58~nm. Their variances still differ by $16\ \mathrm{nm^2}$.

The Gaussian shape matters for reading the widths. The Fourier transform of a centred Gaussian of variance $a^2$ is $e^{-k^2a^2/2}$. Convolution multiplies transforms, so a Gaussian response of variance $b^2$ gives $e^{-k^2(a^2+b^2)/2}$. Diffusion multiplies the transform by $e^{-Dk^2t}$, which adds $2Dt$ to the variance. A Gaussian therefore stays Gaussian in both processes, and the width parameter of a Gaussian fit is the standard deviation. If the quoted widths were full widths at half maximum, each would be $2\sqrt{2\ln2}$ standard deviations, and the result of equation~(\ref{eq:D}) would have to be divided by $8\ln2$.

\subsection*{(d) The standard error}

From equation (\ref{eq:D}), $\partial D/\partial s_1=s_1/t$ and $\partial D/\partial s_0=-s_0/t$. Independent errors $u_1$ and $u_0$ add in quadrature, to first order:
\begin{equation}
u_D=\frac{\sqrt{(s_1u_1)^2+(s_0u_0)^2}}{t}.
\end{equation}
For $u_0=u_1=0.1$~nm,
\begin{equation}
u_D=\frac{\sqrt{0.5^2+0.3^2}\ \mathrm{nm^2}}{3600\ \mathrm{s}}
=1.6\times10^{-4}\ \mathrm{nm^2/s},
\end{equation}
which is 7.3\% of $D$. The result is $D=(2.2\pm0.2)\times10^{-21}\ \mathrm{m^2/s}$.

For equal errors $u$, the relative error is
\begin{equation}
\frac{u_D}{D}=\frac{2u\sqrt{s_1^2+s_0^2}}{s_1^2-s_0^2}.
\end{equation}
It tends to $2u/s_1$ when the anneal broadens the profile greatly, and it diverges as $s_1\to s_0$. Subtraction removes the variance that both profiles share, but it cannot restore a difference that is smaller than the measurement error.

\subsection*{How the numbers fit a real case}

The widths and the diffusivity are in the rough range for an antimony marker in silicon, annealed near $880\,^\circ$C in an inert ambient and measured by sputter depth profiling. Silicon is cubic, so its tracer diffusivity has no preferred direction. Take a marker 40~nm deep and a response width of 2~nm. The part of the final true Gaussian that would lie beyond the surface is $\tfrac12\operatorname{erfc}[40/(4.58\sqrt2)]\approx10^{-18}$, which is negligible. A real sputter response is not Gaussian: it usually has an exponential tail. Variances taken over the whole profile still subtract, but the width of a Gaussian fit is then no longer the standard deviation. If the 2~nm response contains a tail of decay length 1.5~nm, unweighted least-squares Gaussian fits give 2.906 and 4.975~nm instead of 3 and 5~nm, and $D$ comes out 1.9\% too high. The size and sign of this bias depend on the fit: fitting the logarithm of the signal down to 1\% of each peak gives a $D$ that is 1.7\% too low. Direct moments have their own weakness, because real data end at a detection limit. In the same example, moments taken only where the signal exceeds 1\% of the first peak give a $D$ that is 4.4\% too low.

Depth calibration matters more than the bias of the fit: stretching the depth scale of both profiles by 2\% multiplies $D$ by $1.02^2$, a rise of 4.0\%. If the two profiles are calibrated separately, independent errors of 2\% give a relative standard error $2\times0.02\sqrt{s_1^4+s_0^4}/(s_1^2-s_0^2)=6.6\%$. The temperature assigned to the result matters more still. If $D\propto e^{-Q/kT}$ with a rough activation energy $Q=4$~eV, an increase of 5~K at 1153~K raises $D$ by 19\%. The value of $D$ found from the profiles stands, but it may belong to a slightly different temperature.

Device layers can also break the assumption that $D$ is independent of concentration. Suppose that every antimony atom is an ionised donor of density $N$, and that its diffusivity is proportional to the electron density $n$. With local charge neutrality and intrinsic density $n_i$,
\begin{equation}
n=\tfrac12(N+S),\qquad S=\sqrt{N^2+4n_i^2}.
\end{equation}
The built-in field adds $N\,\partial(\ln n)/\partial x$ to the gradient that drives the donors. Since $d(\ln n)/dN=1/S$, the effective diffusivity is
\begin{equation}
D_{\rm eff}=D\,\frac{n}{n_i}\left(1+\frac{N}{S}\right).
\end{equation}
For a dose of $10^{11}\ \mathrm{cm^{-2}}$, the true initial peak is $1.8\times10^{17}\ \mathrm{cm^{-3}}$, about 5\% of a rough $n_i=3.5\times10^{18}\ \mathrm{cm^{-3}}$. A finite-volume solution of this nonlinear equation gives an apparent diffusivity 1.2\% above the intrinsic $D$. The shift depends on the rough inputs: it is 2.1\% for $n_i=2\times10^{18}\ \mathrm{cm^{-3}}$. For given $n_i$ and layer width it is an upper estimate, since the screening length of about 3~nm exceeds the initial width of the layer and neutrality is doubtful. Solving Poisson's equation for the potential lowers the shift to 0.9\%, and if about half of the intrinsic diffusivity is also independent of $n$ it falls to about 0.6\%. In a layer with $N\gg n_i$, the same model gives $D_{\rm eff}\approx2DN/n_i$, and equation~(\ref{eq:D}) no longer measures the intrinsic diffusivity. The model assumes non-degenerate electrons and fully ionised donors, and both assumptions limit it. Degeneracy matters as $N$ approaches $10^{20}\ \mathrm{cm^{-3}}$. For antimony, full ionisation can fail earlier, since its solubility in silicon at this temperature is roughly of order $10^{19}\ \mathrm{cm^{-3}}$, only a few times $n_i$.

\section*{Variation 1: the resolution changes}

\textit{The measured widths are again 3 and 5~nm, but the standard deviation of the response is known to have changed from $r_0=2.0$~nm to $r_1=2.2$~nm between the measurements. Find $D$.}

The response variances no longer cancel:
\begin{equation}
s_1^2-s_0^2=2Dt+r_1^2-r_0^2 .
\end{equation}
The change of the response accounts for $4.84-4.00=0.84\ \mathrm{nm^2}$ of the measured increase. Therefore
\begin{equation}
D=\frac{(16-0.84)\ \mathrm{nm^2}}{7200\ \mathrm{s}}
=2.1\times10^{-3}\ \mathrm{nm^2/s},
\end{equation}
or $2.1\times10^{-21}\ \mathrm{m^2/s}$. This is $0.84/16=5.25\%$ below the answer to part (c). The cancellation requires equal response variances, so both profiles should be measured under the same sputtering conditions.

\section*{Variation 2: heating and cooling take time}

\textit{The hour at $T=1153$~K is preceded by heating and followed by cooling, each at $\beta=1$~K/s over 400~K. The activation energy is $Q=4$~eV. Correct the answer to part (c).}

If $D$ varies with time, the derivation in part (b) still holds at each instant, and $2Dt$ becomes $2\int D\,dt$. One ramp counts as an extra time $\tau$ at the full temperature. With $\theta$ the temperature drop below $T$ and $dt=d\theta/\beta$,
\begin{equation}
\tau=\frac1\beta\int_0^{400\,\mathrm K}
\exp\left[-\frac Qk\left(\frac1{T-\theta}-\frac1T\right)\right]d\theta .
\end{equation}
The bracketed difference equals $\theta/[T(T-\theta)]$, which is close to $\theta/T^2$ for small drops. The integrand then decays exponentially, and the upper limit may be moved to infinity:
\begin{equation}
\tau\approx\frac1\beta\int_0^\infty e^{-Q\theta/(kT^2)}d\theta
=\frac{kT^2}{Q\beta}=28.6\ \mathrm{s}.
\end{equation}
Numerical quadrature of the full integral gives 27.3~s. It is smaller because $\theta/[T(T-\theta)]$ exceeds $\theta/T^2$, so the true integrand falls faster. The two ramps add $54.6$~s, and
\begin{equation}
D=\frac{16\ \mathrm{nm^2}}{2(3600+54.6)\ \mathrm{s}}
=2.19\times10^{-3}\ \mathrm{nm^2/s}.
\end{equation}
The correction is $-1.5\%$, well inside the 7.3\% standard error from the widths. Because $\tau$ is inversely proportional to $\beta$, a ten times slower ramp would make the extra time ten times longer, and it could then no longer be neglected beside that error.
